# Humidity and the reversible fracture threshold of a stressed dielectric film

## Problem

A tensile, dense, silica-like dielectric film lies on a thick, stiff substrate. From a free edge of the film a crack can run along the interface, where it cuts \(N=8\ \mathrm{nm^{-2}}\) bonds. This density refers to the area of the crack plane, so a bond is counted once although its rupture creates two faces. Each ruptured bond consumes one water molecule from the surrounding vapour:

\[
\text{Si–O–Si}+\mathrm{H_2O}\longrightarrow 2\,\text{Si–OH}.
\]

The vapour is ideal and the temperature is \(T=300\) K. The relative humidity rises from 4 % to 40 %. With a rough saturation pressure of 3500 Pa, the water pressure rises from \(p_1=140\) Pa to \(p_2=1400\) Pa.

The energy release rate \(G\) is the mechanical energy set free per unit area of crack advance, with the work of the loading system included. The reversible threshold \(G_{\rm th}\) is the value of \(G\) at which opening and healing are in balance.

(a) By how much does the tenfold rise in humidity change \(G_{\rm th}\)?

(b) The film has Young's modulus \(E=70\) GPa, Poisson ratio \(\nu=0.17\) and equal tensile stress \(\sigma=200\) MPa in both in-plane directions. Its threshold at 4 % humidity is taken as \(1.0\ \mathrm{J/m^2}\). At what thickness does the film reach the threshold for debonding, before and after the rise, if \(E\), \(\nu\) and \(\sigma\) stay fixed?

Four assumptions go with the question. Vapour at the crack tip is in equilibrium with the ambient. Every ruptured bond reacts. The free energy of the solid does not depend on the water pressure. Finally, no water is taken up by the new faces beyond the molecules consumed in the reaction; this last condition turns out to matter.

## First estimate by scaling

At fixed temperature, a change of pressure leaves the bond energies alone. What changes is the freedom that a water molecule gives up when it leaves the gas, and the natural energy scale for that is \(k_BT\) per molecule. One molecule is used per bond, so the scale per unit crack area is

\[
|\Delta G_{\rm th}|\sim Nk_BT
=(8\times10^{18}\ \mathrm{m^{-2}})(4.14\times10^{-21}\ \mathrm{J})
=0.033\ \mathrm{J/m^2}.
\]

The sign follows from the reaction: a more plentiful reactant favours rupture, so the threshold falls.

Scaling can also supply the form of the dependence on the pressure ratio \(r=p_2/p_1\). Suppose that the shift is \(-Nk_BT\,f(r)\), with \(f\) smooth. Raising the pressure first by \(r\) and then by \(r'\) must give the same result as one rise by \(rr'\), hence

\[
f(rr')=f(r)+f(r').
\]

Differentiate with respect to \(r'\) and set \(r'=1\). This gives \(r f'(r)=f'(1)\), and since \(f(1)=0\), integration gives \(f(r)=f'(1)\ln r\). The constant \(f'(1)\) is a pure number that this argument leaves open.

For the film, the stored elastic energy per unit area is of order \(\sigma^2h/E\), where \(h\) is the thickness. Equating it to the threshold gives

\[
h_{\rm th}\sim\frac{EG_{\rm th}}{\sigma^2}
=\frac{(7\times10^{10})(1.0)}{(2\times10^8)^2}\ \mathrm m
\approx1.8\ \mathrm{\mu m}.
\]

## Exact solution within the model

### Balance at the threshold

Let \(w\) be the free-energy change of the solid when one bond is opened and its ends are terminated by the parts of a water molecule. The gas loses that molecule. If \(F(M)\) is the Helmholtz free energy of \(M\) gas molecules in a volume \(V\), the gas contributes \(F(M-1)-F(M)\). One bond corresponds to a crack area \(1/N\), over which the load supplies \(G/N\). The total free energy therefore changes by

\[
\Delta\Phi=w+F(M-1)-F(M)-\frac{G}{N}.
\]

For \(\Delta\Phi<0\) the crack tends to open, and for \(\Delta\Phi>0\) it tends to heal. The threshold is \(\Delta\Phi=0\).

### Free energy of the lost molecule

For an ideal gas of identical molecules, dilute enough that two molecules hardly ever share a quantum state, the partition function is \(q^M/M!\), where \(q\) is that of one molecule. Thus

\[
F(M)=-k_BT\left(M\ln q-\ln M!\right).
\]

Subtracting the expressions for \(M-1\) and \(M\) gives

\[
\begin{aligned}
F(M-1)-F(M)
&=-k_BT\left[-\ln q+\ln M!-\ln(M-1)!\right]\\
&=k_BT\ln\frac{q}{M}\equiv-\mu .
\end{aligned}
\]

The last step defines the chemical potential \(\mu\), the free energy per molecule added to the gas. The balance becomes

\[
G_{\rm th}=N(w-\mu).
\]

To find how \(\mu\) depends on pressure, take a cubic box of side \(L\). Motion along one edge has the levels \(h_P^2n^2/(8mL^2)\), with \(n=1,2,\ldots\), Planck's constant \(h_P\) and molecular mass \(m\). The box is far larger than the thermal wavelength, so the sum over levels becomes a Gaussian integral:

\[
\sum_{n\ge1}e^{-bn^2}\simeq\frac12\sqrt{\frac{\pi}{b}}
=\frac{L}{\lambda},\qquad
b=\frac{h_P^2}{8mL^2k_BT},\qquad
\lambda=\frac{h_P}{\sqrt{2\pi mk_BT}} .
\]

Three directions give \(L^3/\lambda^3=V/\lambda^3\). Rotation, vibration and the electronic ground state add a factor \(z(T)\) that does not depend on the volume. Hence \(q=Vz/\lambda^3\), and the pressure is

\[
p=-\left(\frac{\partial F}{\partial V}\right)_{T,M}
=Mk_BT\,\frac{\partial\ln q}{\partial V}
=\frac{Mk_BT}{V}.
\]

Replacing \(V/M\) by \(k_BT/p\) in \(q/M\) yields

\[
\mu=-k_BT\ln\frac{q}{M}
=k_BT\ln\frac{p\lambda^3}{k_BT\,z(T)} .
\]

### The humidity shift

At fixed temperature \(w\), \(\lambda\) and \(z\) are the same in both states. They cancel in the difference:

\[
G_{\rm th}(p_2)-G_{\rm th}(p_1)
=-N\left[\mu(p_2)-\mu(p_1)\right]
=-Nk_BT\ln\frac{p_2}{p_1}.
\]

If \(s\) molecules were consumed per bond, the gas would contribute \(-s\mu\) and the shift would be \(s\) times as large. The open constant of the scaling argument is thus \(f'(1)=s\), here 1.

For the tenfold rise the energy per bond is

\[
k_BT\ln10=(4.1419\times10^{-21}\ \mathrm J)(2.30259)
=9.537\times10^{-21}\ \mathrm J,
\]

or 0.0595 eV. Multiplication by the bond density gives the answer to (a):

\[
\Delta G_{\rm th}
=-(8\times10^{18}\ \mathrm{m^{-2}})(9.537\times10^{-21}\ \mathrm J)
=-0.076\ \mathrm{J/m^2}.
\]

The origin of the shift is entropy. A molecule in the denser vapour has one tenth of the volume to itself, so it loses less translational entropy when it is bound. The free-energy cost of taking it from the gas is lower by \(k_BT\ln10\), and the load has that much less work to supply. The strength of the bond does not enter.

The absolute threshold does depend on the solid. The chosen \(1.0\ \mathrm{J/m^2}\) corresponds to 0.780 eV per bond. Summing the box levels numerically for water at 140 Pa shows that 0.556 eV of this pays for the lost translational freedom. The remaining 0.224 eV is \(w+k_BT\ln z\), the part that belongs to the solid and to the internal motion of the molecule. These two numbers follow from the chosen threshold and are not predictions for silica.

### Energy released by the film

Consider a debond that has started from a free edge of the film, or from a cut through it, and has a long, straight front. Let \(x\) be normal to the front, and let the debonded strip be at least about one film thickness wide. The edge is essential: in an intact film a flat interior debond leaves the film stretched between its attached sides and releases no energy. Behind the front the film contracts freely along \(x\), but its strain along \(y\) is held by the film still attached ahead. The top face carries no stress. The elastic energy per unit volume in this state of plane stress is

\[
u=\frac{E}{2(1-\nu^2)}
\left(\varepsilon_x^2+\varepsilon_y^2+2\nu\varepsilon_x\varepsilon_y\right).
\]

Before debonding both strains equal \(\varepsilon_0=\sigma(1-\nu)/E\). Then

\[
u_0=\frac{E\varepsilon_0^2\,(2+2\nu)}{2(1-\nu^2)}
=\frac{E\varepsilon_0^2}{1-\nu}.
\]

After debonding \(\varepsilon_y=\varepsilon_0\), while \(\varepsilon_x\) takes the value of least energy. Setting \(\partial u/\partial\varepsilon_x=0\) gives \(\varepsilon_x=-\nu\varepsilon_0\), and

\[
u_1=\frac{E\varepsilon_0^2}{2(1-\nu^2)}
\left(\nu^2+1-2\nu^2\right)=\frac{E\varepsilon_0^2}{2}.
\]

The energy released per unit area is the thickness times the difference:

\[
G=h(u_0-u_1)
=hE\varepsilon_0^2\,\frac{1+\nu}{2(1-\nu)}
=\frac{(1-\nu^2)\sigma^2h}{2E}.
\]

The last form follows on inserting \(\varepsilon_0\). The derivation treats the substrate as rigid and the film stress as uniform through the thickness, so that the freed film does not curl. On an elastic substrate the same value is reached for a long debond, but the approach can be slower than one thickness. For a silicon-like substrate (\(E\approx165\) GPa, \(\nu\approx0.22\)), plane-strain finite elements give three cases. If the film edge lies inside the substrate surface, one thickness is enough. A debond spreading to both sides of a cut releases about 13 % more than the formula at a width \(h\) and 6 % more at \(3h\). A debond from an edge that film and substrate share releases about 30 % less at \(h\) and 15 % less at \(3h\). These departures are comparable to or larger than the humidity effect, so the thicknesses below refer to a long debond.

For the given film,

\[
\frac{G}{h}=\frac{(1-0.17^2)(2\times10^8)^2}{2(7\times10^{10})}\ \mathrm{J/m^3}
=0.2775\ \mathrm{J/m^2\ per\ \mu m}.
\]

The threshold falls from 1.000 to \(0.924\ \mathrm{J/m^2}\). Division by \(0.2775\) gives the answer to (b):

\[
h_{\rm th}=3.60\ \mathrm{\mu m}\ \text{at 4 \%},\qquad
h_{\rm th}=3.33\ \mathrm{\mu m}\ \text{at 40 \%}.
\]

The thickness falls by 7.6 % of its first value, the same fraction as the threshold, because the two are proportional at fixed stress and elastic constants. For a debond growing from a free edge, a film between these thicknesses is below the threshold in the drier air and above it in the wetter air.

## Comparison of the estimate with the solution

The scale \(Nk_BT=0.033\ \mathrm{J/m^2}\) is smaller than the exact shift by the factor \(\ln10=2.30\). It is the shift for a pressure ratio of \(e\), and a tenfold rise contains 2.30 such steps. The estimate has the right dependence on bond density and temperature, and additivity gives the logarithm. The partition function fixes the coefficient at one \(k_BT\) per consumed molecule.

For the thickness, the estimate of 1.8 µm is low by the factor \(2/(1-\nu^2)=2.06\). The 2 comes from the elastic energy of a strain released in one direction, and \(1-\nu^2\) from the strain held in the other.

The logarithm also limits the reaction term. From 40 % to saturation the pressure can grow by a factor of 2.5, so the reaction lowers the threshold by at most a further \(0.033\ln2.5=0.030\ \mathrm{J/m^2}\). Water adsorbed on the new faces can add more than this. The adsorption model used below gives a further lowering of \(0.13\ \mathrm{J/m^2}\) between 40 % and 95 % humidity, but this number is not reliable: the model allows stacks of any height and puts about 20 molecules on each site at 95 %. With stacks limited to five molecules the lowering is \(0.07\ \mathrm{J/m^2}\), and it stays finite up to saturation.

## Where the result changes

**Very dry vapour.** As \(p\to0\) the formula gives a threshold that grows without bound. It fails there because a bond can also break without water, at some free-energy cost \(w_0\). Let each opened bond be either bare or reacted, independently of its neighbours. Its free energy is then

\[
f=-k_BT\ln\left[e^{-w_0/k_BT}+e^{-(w-\mu)/k_BT}\right],
\qquad G_{\rm th}=Nf .
\]

Differentiation with respect to \(\mu\) gives \(-\theta\), where

\[
\theta=\frac{e^{-(w-\mu)/k_BT}}{e^{-w_0/k_BT}+e^{-(w-\mu)/k_BT}}
\]

is the fraction of opened bonds that have reacted. Since \(d\mu=k_BT\,d\ln p\),

\[
\frac{dG_{\rm th}}{d\ln p}=-Nk_BT\,\theta .
\]

For \(\theta\to1\) this is the law found above. For \(\theta\to0\) the threshold levels off at \(Nw_0\) and humidity has no effect.

**Water adsorbed on the new faces.** Hydroxylated faces can bind further molecules without breaking bonds. Suppose that each face has \(\Gamma_m\) sites per unit area, and that a site holds a stack of any height. With \(x=p/p_{\rm sat}\), give the first molecule the statistical weight \(cx\) and each later one the weight \(x\), as in liquid water. This is the BET model. The sum over stack heights is

\[
\xi(x)=1+cx+cx^2+\cdots=1+\frac{cx}{1-x}
=\frac{1+(c-1)x}{1-x}.
\]

Each site lowers the free energy of the open crack by \(k_BT\ln\xi\). With two faces the additional shift is

\[
\Delta G_{\rm ads}=-2\Gamma_mk_BT\ln\frac{\xi(x_2)}{\xi(x_1)} .
\]

For the rough values \(\Gamma_m=5\ \mathrm{nm^{-2}}\) and \(c=10\), \(\xi\) rises from 1.42 to 7.67, and the additional shift is \(-0.070\ \mathrm{J/m^2}\). This is nearly as large as the reaction term. The value \(0.076\ \mathrm{J/m^2}\) is therefore the contribution of the bond reaction alone. If the faces also reach adsorption equilibrium as part of the reversible opening, the total in this model is about \(0.15\ \mathrm{J/m^2}\).

**Fixed crack velocity.** A load measured at a given velocity is a different quantity from the threshold. Let \(y=(G-G_1)/(Nk_BT)\), where \(G_1\) is the threshold at \(p_1\). A simple rate model with bond step \(a\) and healing rate \(k_0\) at \(G_1\) is

\[
v=ak_0\left[\frac{p}{p_1}e^{\alpha y}-e^{-(1-\alpha)y}\right],
\]

where \(\alpha\) is the fraction of the load's work that lowers the opening barrier. Setting \(v=0\) returns \(y=-\ln(p/p_1)\), the threshold law. Far above threshold the healing term is negligible, and

\[
y=\frac1\alpha\left[\ln\frac{v}{ak_0}-\ln\frac{p}{p_1}\right].
\]

At fixed \(v\) the load then shifts by \(-Nk_BT\ln(p_2/p_1)/\alpha\). For \(\alpha=0.5\) and \(v=1000\,ak_0\), solving the full rate equation numerically gives \(-0.153\ \mathrm{J/m^2}\), twice the threshold shift. Reading this as a threshold shift would suggest two water molecules per bond where the model has one.

**Non-ideal vapour.** With a second virial coefficient \(B\) per mole, the volume per molecule is \(k_BT/p+B/N_A\), where \(N_A\) is Avogadro's constant. Integrating \(d\mu\) = (volume per molecule) \(dp\) adds \(B(p_2-p_1)/N_A\) to the change of \(\mu\). The rough value \(B=-1200\ \mathrm{cm^3/mol}\) changes the threshold shift by \(+2\times10^{-5}\ \mathrm{J/m^2}\), which is negligible here.

## The model beside real films

The modulus is that of dense silica, and the stress is a rough value for a strongly tensile deposited oxide; a deposited oxide can also be compressive. The threshold of \(1.0\ \mathrm{J/m^2}\) is a round choice. The resulting thicknesses illustrate the model and are not limits for a particular film. The bond density of \(8\ \mathrm{nm^{-2}}\) is high: fully hydroxylated silica carries roughly 5 hydroxyl groups per square nanometre of face, and the reaction leaves one on each face per bond. Porous or methylated low-k films can offer fewer bonds still. At \(5\ \mathrm{nm^{-2}}\) the reaction shift is \(-0.048\ \mathrm{J/m^2}\). At 358 K, with the original density and the same pressure ratio, it is \(-0.091\ \mathrm{J/m^2}\).

The assumption of fixed stress is also fragile, since oxide films can take up moisture and their stress can then change. Because \(h_{\rm th}\propto G_{\rm th}/\sigma^2\), the threshold thickness stays at its dry value if the stress falls to \(200\sqrt{0.924}\) MPa, a drop of only 7.8 MPa. A larger drop makes the wetter film safer against debonding by this criterion, even though its interface is weaker. A thickness limit for debonding therefore needs the stress and the threshold at the same humidity.

Debonding is also not the only way a tensile film can fail. A long channel crack that cuts through the whole film releases about \(1.98(1-\nu^2)\sigma^2h/E\) per unit crack area if film and substrate have equal elastic constants. That is nearly four times the debonding value. On a stiffer substrate the ratio is smaller, and it falls to about two if the substrate is rigid. Unless the film resists cracking correspondingly better than the interface does, channel cracks set the lower thickness limit.

All numerical values are calculated from the stated model.
